# Why a magnetic field alone does not give hydrogen unitary statistics

A uniform magnetic field breaks time reversal \(T\), but hydrogen in that field still has an antiunitary symmetry: time reversal combined with a reflection. This remains true when a uniform electric field is added at any angle. If the motion is chaotic, the levels, once sorted by any remaining unitary symmetry, are then expected to follow the orthogonal ensemble, not the unitary one. To open the way to unitary statistics, the scalar potential must destroy every combination of \(T\) with a reflection or rotation. In crossed fields a field gradient \(q_{ij}\) does this if and only if \(q_{xy}\neq0\) or \(q_{xz}q_{yz}\neq0\), with the magnetic field along \(z\) and the electric field along \(x\).

## The counter-example: crossed fields

The nucleus is fixed, and spin and relativity are left out. In atomic units the electron has charge \(-1\), and \(\gamma\) is the magnetic field. With \(\mathbf A_{\rm v}=\tfrac12\mathbf B\times\mathbf r\), the kinetic energy is

\[
\tfrac12(\mathbf p+\mathbf A_{\rm v})^2=\tfrac12p^2+\mathbf A_{\rm v}\cdot\mathbf p+\tfrac12A_{\rm v}^2 ,
\]

because \(\nabla\cdot\mathbf A_{\rm v}=0\) lets \(\mathbf p\) and \(\mathbf A_{\rm v}\) be exchanged in the cross term. Here \(\mathbf A_{\rm v}\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac{\gamma}{2}L_z\) and \(A_{\rm v}^2=\tfrac14\gamma^2(x^2+y^2)\), so

\[
H=\frac{p^2}{2}-\frac1r+\frac{\gamma}{2}L_z+\frac{\gamma^2}{8}(x^2+y^2)+Fx .
\]

Time reversal is complex conjugation, \((T\psi)(\mathbf r)=\psi^*(\mathbf r)\). It keeps \(\mathbf r\) and reverses \(\mathbf p\) and \(\mathbf L\). The term \(\tfrac{\gamma}{2}L_z\) changes sign, so \(T\) is not a symmetry.

Now let \(R_y\) be the reflection \(y\to-y\). It also reverses \(p_y\), so \(L_z=xp_y-yp_x\) changes sign once more. The other terms contain \(y\) and \(p_y\) only as squares. Therefore

\[
K=T R_y,\qquad (K\psi)(x,y,z)=\psi^*(x,-y,z),\qquad KHK^{-1}=H .
\]

Applying \(K\) twice restores the function, so \(K^2=1\).

There is a second such operator. The half turn \(C_{2x}\) about the electric field sends \(y\to-y\), \(z\to-z\); it keeps \(x\) and reverses \(L_z\), so \(TC_{2x}\) commutes with \(H\) too. The product of the two is the ordinary reflection \(z\to-z\), the unitary symmetry of perpendicular fields. If \(\mathbf F\) is tilted towards \(\mathbf B\), a term in \(z\) appears. It breaks \(TC_{2x}\) but not \(TR_y\), because the plane \(y=0\) still contains both fields.

## Why this symmetry means orthogonal statistics

An antiunitary operator obeys \(\langle Ka|Kb\rangle=\langle a|b\rangle^*\). If \(K^2=1\), a basis with \(K\phi_i=\phi_i\) can be built. Take any \(v\) and form \(\phi=v+Kv\), which satisfies \(K\phi=\phi\). If this sum vanishes, then \(Kv=-v\), and \(iv\) serves instead, since \(K(iv)=-iKv=iv\). Choose the next \(v\) orthogonal to \(\phi\); then \(\langle\phi|Kv\rangle=\langle K\phi|Kv\rangle=\langle\phi|v\rangle^*=0\), so the next basis vector is orthogonal as well. In this basis

\[
H_{ij}=\langle\phi_i|H\phi_j\rangle=\langle K\phi_i|KH\phi_j\rangle=\langle\phi_i|H\phi_j\rangle^*=H_{ij}^* .
\]

The matrix is real for all values of \(\gamma\) and \(F\), in one and the same basis. That the basis is fixed matters: any single Hermitian matrix is real in its own eigenbasis, but that basis changes with the fields and restricts nothing.

Near a close encounter of two levels, let the diagonal elements differ by \(2h\) and let the coupling be \(o\). The gap is

\[
s=2\sqrt{h^2+|o|^2}.
\]

A real coupling leaves two real numbers that must both be small; a complex coupling leaves three. If their joint probability density is finite and nonzero at the origin, the probability of a gap below \(s\) grows as the area \(s^2\) or the volume \(s^3\). The density of gaps is the derivative,

\[
P(s)\propto s^{\beta},\qquad \beta=1\ \text{(real)},\qquad \beta=2\ \text{(complex)} .
\]

These are the repulsion laws of the orthogonal and unitary ensembles. Symmetry chooses between them, but it does not by itself produce random-matrix statistics; these are expected when the classical motion is chaotic. Levels must also be sorted by any remaining unitary symmetry, because levels of different parity do not repel.

## The general statement and its proof

Consider symmetries \(Tg\), where \(g\) is a rotation or reflection about the nucleus. **For hydrogen in a uniform magnetic field and a static scalar potential \(V\), such a symmetry exists if and only if \(V\) is unchanged by a mirror whose plane contains \(\mathbf B\), or by a half turn about an axis perpendicular to \(\mathbf B\).**

For the proof, note that \(\mathbf L\) is an axial vector: under \(g\) it is transformed by \(R=(\det g)\,g\), which is always a proper rotation. Since \(T\) reverses \(\mathbf L\), the term \(\tfrac{\gamma}{2}L_z\) survives if and only if \(R\hat{\mathbf z}=-\hat{\mathbf z}\). Then \(R\) maps the \(xy\)-plane to itself. Its total determinant is \(+1\) and the \(z\) direction contributes \(-1\), so its determinant in the plane is \(-1\). It is therefore a reflection within the plane and keeps some direction \(\mathbf a\perp\hat{\mathbf z}\). In space, \(R\) is the half turn about \(\mathbf a\).

If \(\det g=1\), then \(g=R\) is this half turn. If \(\det g=-1\), then \(g=-R\) reverses \(\mathbf a\) and keeps the two directions perpendicular to it: a mirror whose plane contains \(\mathbf B\). Both leave \(p^2\), \(1/r\) and \(x^2+y^2\) unchanged, so \(V\) alone decides. Both satisfy \(g^2=1\), hence \((Tg)^2=1\).

For uniform fields \(V=\mathbf F\cdot\mathbf r\), and the plane of \(\mathbf F\) and \(\mathbf B\) supplies the mirror at every angle. No pair of uniform fields can break it.

Now add a gradient to crossed fields,

\[
V=Fx+G\sum_{ij}q_{ij}x_ix_j,\qquad q_{ij}=q_{ji},\quad \sum_i q_{ii}=0 .
\]

The trace vanishes because the sources are outside the atom. To keep \(Fx\), a half turn must have its axis along \(x\), and a mirror must have its normal along \(y\). Two candidates remain:

- \(R_y\) reverses \(xy\) and \(yz\), so it requires \(q_{xy}=q_{yz}=0\).
- \(C_{2x}\) reverses \(xy\) and \(xz\), so it requires \(q_{xy}=q_{xz}=0\).

At least one survives if and only if

\[
q_{xy}=0\quad\text{and}\quad q_{xz}q_{yz}=0 .
\]

Breaking the mirror is thus not enough. A pure \(yz\) gradient breaks it, yet \(TC_{2x}\) survives, and the matrix can still be made real in a fixed basis. An \(xz\) and a \(yz\) gradient are each harmless, but together they break both symmetries. An \(xy\) gradient also breaks both, but if \(q_{xz}=q_{yz}=0\) it leaves the parity \(z\to-z\), and each parity must be studied separately.

The same condition can be written without axes. The numbers

\[
\mathbf B\cdot(\mathbf F\times q\mathbf F)=\gamma F^2q_{xy},\qquad
\mathbf B\cdot(\mathbf F\times q^2\mathbf F)=\gamma F^2(q^2)_{xy}
\]

do not change under rotations or reflections, but they change sign under \(T\). A surviving \(Tg\) forces both to vanish. Conversely, with \(q_{xx}+q_{yy}=-q_{zz}\),

\[
(q^2)_{xy}=(q_{xx}+q_{yy})q_{xy}+q_{xz}q_{zy}=-q_{zz}q_{xy}+q_{xz}q_{yz},
\]

so the vanishing of both returns the criterion.

A second case has \(F=0\) and a quadrupole with three different principal values. Its mirrors are the principal planes and its half turns are about the principal axes. Both kinds of symmetry survive when \(\mathbf B\) lies in a principal plane, and neither survives otherwise. A uniform electric field is thus not needed to break these symmetries; whether such a spectrum is chaotic enough to be unitary is not examined here. The parity \(\mathbf r\to-\mathbf r\) then remains and the levels must be sorted by it.

## One shell as two spins

A weak-field shell gives a small matrix in which all this can be seen. Brackets \(\langle\cdot\rangle\) denote projection onto the states of one \(n\), with \(E=-1/(2n^2)\), and in this section \(H\) is the field-free Hamiltonian. Any commutator \([H,Q]\) projects to zero. Let \(D=\mathbf r\cdot\mathbf p\). The Runge–Lenz vector, reordered by \([x_i,p_j]=i\delta_{ij}\), is

\[
\mathbf M=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\frac{\mathbf r}{r}
=\mathbf r p^2-\mathbf pD-\frac{\mathbf r}{r}=2\mathbf rH+\frac{\mathbf r}{r}-\mathbf pD .
\]

Two commutators are needed:

\[
i[H,\mathbf rD]=\mathbf pD+\mathbf r\Big(2H+\frac1r\Big),\qquad
i[H,r^2\mathbf p]=(2D-3i)\mathbf p-\frac{\mathbf r}{r}.
\]

Since \(D\mathbf p=\mathbf pD+i\mathbf p\) and \(\langle\mathbf p\rangle=\langle i[H,\mathbf r]\rangle=0\), the second gives \(\langle\mathbf pD\rangle=\tfrac12\langle\mathbf r/r\rangle\). The first then gives \(2E\langle\mathbf r\rangle=-\tfrac32\langle\mathbf r/r\rangle\). Inserted in \(\mathbf M\), these give \(\mathbf M=(-\tfrac32+1-\tfrac12)\langle\mathbf r/r\rangle=-\langle\mathbf r/r\rangle\). With \(\mathbf A=n\mathbf M\),

\[
\langle\mathbf r\rangle=\frac{3}{4E}\mathbf M=-\frac{3n}{2}\mathbf A .
\]

For the quadrupole, take a complex vector \(\mathbf e\) with \(\mathbf e\cdot\mathbf e=0\); products \(e_ie_j\) span all traceless symmetric tensors. Write \(X=\mathbf e\cdot\mathbf r\), \(\Pi=\mathbf e\cdot\mathbf p\), which commute, and \(M_e,L_e\) likewise. Define

\[
a=\langle X^2\rangle,\quad b=\langle X^2/r\rangle,\quad c=\langle X\Pi D\rangle,\quad d=\langle r^2\Pi^2\rangle .
\]

Projecting \(XM_e\), and then the commutators of \(H\) with \(X^2D\) and \(r^2X\Pi\), gives

\[
2Ea+b-c=\frac{3M_e^2}{4E},\qquad 2c+2Ea+b=0,\qquad 2c+d-b=0 .
\]

A term in \(\langle X\Pi\rangle\) drops out of the last relation because \(2X\Pi=i[H,X^2]\). Choosing \(\mathbf e=(1,i,0)\), so that \(L_e=i(z\Pi-Xp_z)\), and squaring gives \(-L_e^2=z^2\Pi^2+X^2p_z^2-2X\Pi zp_z+iX\Pi\). This choice is general, since every \(\mathbf e\) with \(\mathbf e\cdot\mathbf e=0\) is a multiple of a rotated \((1,i,0)\). With \(\bar X=x-iy\) and \(\bar\Pi=p_x-ip_y\), one has \(x^2+y^2=X\bar X\), \(p_x^2+p_y^2=\Pi\bar\Pi\), \(xp_x+yp_y=\tfrac12(X\bar\Pi+\bar X\Pi)\) and \([\Pi,\bar X]=-2i\). These give the identity \((x^2+y^2)\Pi^2+X^2(p_x^2+p_y^2)-2X\Pi(xp_x+yp_y)-2iX\Pi=0\). Adding it gives

\[
-L_e^2=r^2\Pi^2+X^2p^2-2X\Pi D-iX\Pi .
\]

With \(p^2=2H+2/r\), its projection is \(-L_e^2=d+2Ea+2b-2c\). The first two relations yield \(c=-M_e^2/(4E)\) and \(b=M_e^2/(2E)-2Ea\); the third yields \(d=b-2c\). Hence

\[
-L_e^2=3b+2Ea-4c=\frac{5M_e^2}{2E}-4Ea ,
\]

\[
a=\frac{n^2}{2}\left(5A_e^2-L_e^2\right).
\]

In the shell, \(\mathbf J_1=(\mathbf L+\mathbf A)/2\) and \(\mathbf J_2=(\mathbf L-\mathbf A)/2\) are two commuting spins of length \(j=(n-1)/2\). This rests on the in-shell relations \([L_i,A_j]=i\epsilon_{ijk}A_k\), \([A_i,A_j]=i\epsilon_{ijk}L_k\), \(\mathbf L\cdot\mathbf A=0\) and \(L^2+A^2=n^2-1\), which are quoted here, not derived. They give \([J_{1i},J_{2j}]=0\) and \(J_1^2=J_2^2=(n^2-1)/4=j(j+1)\). Define \(w=\gamma n/2\), \(f=3n^2F/2\) and \(g=Gn^4/2\). To first order in the fields,

\[
H_n=\frac{wL_z-fA_x}{n}+\frac{g}{n^2}\sum_{ij}q_{ij}(5A_iA_j-L_iL_j).
\]

The diamagnetic term is of second order in \(\gamma\) and is left out here.

For \(g=0\) each spin precesses about its own fixed axis, with frequency \(\sqrt{w^2+f^2}/n\). The energies are

\[
\frac{\sqrt{w^2+f^2}}{n}(m_1+m_2),
\]

a regular, degenerate ladder. Crossed fields alone thus have the orthogonal symmetry but no chaos at this order. Here the gradient supplies the chaos; in stronger crossed fields the diamagnetic term and the mixing of shells also couple the motions.

The antiunitary operators take a simple form. Under \(TR_y\), both \(\mathbf L\) and \(\mathbf A\) go to \((+,-,+)\) times their components. In the basis \(|m_1m_2\rangle\), where \(J_x,J_z\) are real and \(J_y\) is imaginary, this is complex conjugation. Under \(TC_{2x}\), \(\mathbf L\to(-L_x,L_y,L_z)\) and \(\mathbf A\to(A_x,-A_y,-A_z)\). This is conjugation, exchange of the spins, and the sign \((-1)^{m_1+m_2}\).

## Turning one quadrupole

Take \(n=24\), hence \(24^2=576\) states. The quadrupole has \(q_{xx}=0.3\), \(q_{yy}=-0.2\), \(q_{zz}=-0.1\), \(q_{xz}=1\), the other elements being zero. Turning it about \(\mathbf B\) by \(\varphi\) leaves its shape unchanged and gives

\[
q_{xz}=\cos\varphi,\quad q_{yz}=\sin\varphi,\quad q_{xy}=\tfrac12(0.3+0.2)\sin2\varphi .
\]

At \(0^\circ\) the mirror symmetry \(TR_y\) survives, and at \(90^\circ\) \(TC_{2x}\) survives. At \(45^\circ\), \(q_{xy}=0.25\) and \(q_{xz}q_{yz}=0.5\), so neither does. The invariant is \((q^2)_{xy}=0.1\times0.25+0.5=0.525\).

The matrix is diagonalized numerically for the eight pairs with \(w/g=2,\,2.5,\,3,\,3.5\) and \(f/g=2.5,\,3.5\). From the central half of each spectrum come the ratios of the smaller to the larger of two adjacent spacings, 2288 for each angle. A ratio needs no correction for a slowly varying level density. For comparison, the same average is taken over 50 random matrices of size 200 from each ensemble.

| Spectrum | Mean ratio |
|---|---|
| orthogonal random matrices | 0.522 ± 0.004 |
| unitary random matrices | 0.597 ± 0.003 |
| quadrupole at 0° | 0.490 ± 0.006 |
| quadrupole at 45° | 0.598 ± 0.005 |
| quadrupole at 90° | 0.518 ± 0.005 |

The errors are standard errors that treat the ratios as independent; neighbouring ratios share a spacing, so these errors are too small. Allowing for the correlation raises them to about 0.007 for the hydrogen rows and about 0.005 for the orthogonal sample. The magnetic field is present in all three hydrogen rows, with the same set of strengths. The first two rows are finite samples; the established large-matrix values, quoted here, are 0.531 and 0.600, so the orthogonal sample has fallen about two errors low. The mean ratio agrees with the unitary value at \(45^\circ\). At \(90^\circ\), where the mirror is broken but the half turn survives, it lies near the orthogonal value, 0.013 below 0.531, and far from the unitary one. The third digit depends on the shell: \(n=18\) (eight pairs) and \(n=28\) (four pairs) give 0.481 and 0.489 at \(0^\circ\), 0.595 and 0.598 at \(45^\circ\), and 0.526 and 0.533 at \(90^\circ\).

At \(0^\circ\) the ratio lies 0.032 below the sampled orthogonal value, nearly four combined errors once the correlation of neighbouring ratios is allowed for, and 0.041 below the large-matrix value. This spectrum is therefore not fully described by the orthogonal ensemble. Its deviation is away from the unitary value, towards weaker repulsion. A remnant of regular motion would act in this direction, but that cause is a conjecture here.

The eigenstates show the symmetry directly. If \(K\) commutes with \(H_n\) and a level is not degenerate, \(K\psi\) can differ from \(\psi\) by a phase alone, so \(|\langle\psi|K\psi\rangle|=1\). At \(w=f=3g\), the averages over the central half of the states are:

| Angle | \(K=TR_y\) | \(K=TC_{2x}\) |
|---|---|---|
| 0° | 1.000 | 0.046 |
| 45° | 0.063 | 0.068 |
| 90° | 0.055 | 1.000 |

A sum of 576 terms of size \(1/576\) with random phases has magnitude of order \(1/\sqrt{576}\approx0.04\). The small entries are of this order: where a symmetry is broken, \(K\psi\) is almost unrelated to \(\psi\).

## How strong the breaking must be, and the scale of the fields

The criterion says when the symmetry is broken, not when unitary statistics are reached. In a basis adapted to the former symmetry, a small breaking term adds an imaginary part \(o_{\rm i}\) to the coupling:

\[
s=2\sqrt{h^2+o_{\rm r}^2+o_{\rm i}^2}.
\]

If \(|o_{\rm i}|\) is typically much smaller than the mean spacing, it affects the rare gaps of its own size and leaves the rest of the distribution nearly orthogonal. Statistics close to unitary require \(|o_{\rm i}|\) to be a sizeable fraction of the spacing or larger. The same holds for the magnetic field: at \(\gamma=0\), \(T\) itself is a symmetry for every \(V\), and a very small \(\gamma\) changes little.

For a laboratory scale, choose \(g=10^{-10}\) hartree and \(w=f=3g\). Then \(\gamma=2w/n=2.5\times10^{-11}\), which is a magnetic field of 5.88 μT. The electric field \(F=2f/(3n^2)\) is 0.179 V/m, and \(G=2g/n^4=6.03\times10^{-16}\) hartree/bohr², or \(5.9\times10^{6}\) V/m². In so steep a gradient a displacement of the atom by about 14 nm, half of \(n^2\) bohr, can change the local field by as much as \(F\) itself, so these values presume a nucleus held in place to a few nanometres.

At \(45^\circ\) the shell spreads over \(1.32\times10^{-9}\) hartree, so the mean spacing is \(1.32\times10^{-9}/575=2.3\times10^{-12}\) hartree. Coupling to other shells is estimated as the squared width over the shell distance \(1/n^3\), or \(2.4\times10^{-14}\) hartree, about one hundredth of the spacing. This estimate is generous: a second-order sum over the shells \(n=21\) to \(27\) shifts the levels by at most about \(3\times10^{-16}\) hartree. The diamagnetic scale \(\gamma^2n^4/8=2.6\times10^{-17}\) hartree is smaller still. First order is therefore adequate for this ideal atom.

It is not adequate for a real one at these fields. The fine-structure scale \(\alpha^2/(2n^3)=1.9\times10^{-9}\) hartree, with \(\alpha\) the fine-structure constant, exceeds the whole width of the split shell. Only states of the lowest angular momentum shift by this much, but over the whole shell the shifts still vary by about \(1.5\times10^{-10}\) hartree (root mean square), nearly seventy times the mean spacing. The example establishes the role of symmetry in spinless, nonrelativistic hydrogen; it does not predict a measured spectrum.

Numbers in the example were calculated in double precision.
